# Extracting Silicon's Average Gap from Its Dielectric Constant

**Setting.** A static electric field polarizes the valence electrons of an insulator. The question connects this response to an average excitation energy and applies the connection to silicon, whose valence plasma energy is about 17 eV and whose static electronic dielectric constant is about 12. For the arithmetic the inputs $\hbar\omega_p=16.6$ eV and $\epsilon=12$ are adopted; the third figure of the plasma energy is a chosen input, not a measured digit.

Hartree atomic units are used in the derivations ($\hbar=m_e=e=4\pi\epsilon_0=1$), and eV for silicon's energies. The ions are held fixed and the crystal is cubic, so one field direction, $x$, suffices. Each valence electron moves independently in a local effective potential whose lowest states are the valence states; core electrons are ignored.

## (a) One bound electron in a field

**Question.** An electron is in the non-degenerate ground state $|0\rangle$ of $H_0$, with excited states $|n\rangle$ at energies $\omega_n=E_n-E_0$. A weak uniform field $F$ is applied along $x$. Find the polarizability $\alpha$, defined by (induced dipole) $=\alpha F$, and the energy change of second order in $F$ for a state without a permanent dipole.

**Answer.** A charge $Q$ in a uniform field has potential energy $-QFx$. The electron has $Q=-1$, so

$$H=H_0+Fx .$$

Write the perturbed state as $|0\rangle+F|1\rangle$, with $|1\rangle$ orthogonal to $|0\rangle$. The terms of first order in $F$ in the Schrödinger equation give

$$(H_0-E_0)|1\rangle=-(x-x_{00})|0\rangle ,\qquad x_{n0}=\langle n|x|0\rangle .$$

Projecting on $\langle n|$ with $n\neq0$ removes the $x_{00}$ term, because $\langle n|0\rangle=0$. What remains is $\omega_n\langle n|1\rangle=-x_{n0}$, so

$$|1\rangle=-\sum_{n\ne0}|n\rangle\frac{x_{n0}}{\omega_n}.$$

The mean position to first order is

$$\langle x\rangle=x_{00}+F\left(\langle0|x|1\rangle+\langle1|x|0\rangle\right)
=x_{00}-2F\sum_{n\ne0}\frac{|x_{n0}|^2}{\omega_n}.$$

The electron moves against the field. Its dipole is $-\langle x\rangle$, so the second minus sign makes the induced dipole point along the field:

$$\alpha=2\sum_{n\ne0}\frac{|x_{n0}|^2}{\omega_n}=\sum_{n\neq0}\frac{f_n}{\omega_n^2},\qquad f_n=2\omega_n|x_{n0}|^2 .$$

The number $f_n$ is the oscillator strength of the transition. For the energy, the Hellmann–Feynman theorem gives $dE/dF=\langle\partial H/\partial F\rangle=\langle x\rangle$. Without a permanent dipole this equals $-\alpha F$, and integration from zero field gives $\Delta E=-\tfrac12\alpha F^2$.

## (b) The total oscillator strength

**Question.** For $H_0=p^2/2+V(x)$, evaluate $\sum_n f_n$.

**Answer.** The potential commutes with $x$, and $[x,p]=i$, so

$$[x,H_0]=\tfrac12[x,p^2]=\tfrac12\left([x,p]p+p[x,p]\right)=ip .$$

Take the matrix element between $\langle n|$ and $|0\rangle$. The left side is $x_{n0}(E_0-E_n)=-\omega_nx_{n0}$, so $p_{n0}=i\omega_nx_{n0}$. Complex conjugation gives $p_{0n}=-i\omega_nx_{0n}$.

Now insert a complete set of states into $\langle0|[x,p]|0\rangle=i$. The $n=0$ term cancels, and

$$i=\sum_{n\ne0}\left(x_{0n}p_{n0}-p_{0n}x_{n0}\right)
=2i\sum_{n\ne0}\omega_n|x_{n0}|^2 .$$

Therefore

$$\sum_{n\neq0}f_n=1 .$$

The potential determines how the strength is distributed over energies, but not its total. The proof uses a local potential; one that does not commute with $x$ would add a term to $[x,H_0]$.

## (c) From a bound electron to a filled band

**Question.** In a crystal the states extend through all space, and diagonal matrix elements of $x$ are ill defined. Show that both sums survive, as averages over a filled band, if $f$ is written with momentum matrix elements. Treat one filled band $v$ and empty bands $c$ in one dimension, then comment on several filled bands.

**Answer.** Part (b) gives $|x_{n0}|^2=|p_{n0}|^2/\omega_n^2$. This suggests the definition

$$f_{cv}(k)=\frac{2|p_{cv}(k)|^2}{\omega_{cv}(k)},\qquad \omega_{cv}=E_c(k)-E_v(k).$$

*Sum rule.* The periodic part $u$ of a Bloch state is an eigenstate of $H(k)=(p+k)^2/2+V$. A small change $\delta$ of $k$ adds $\delta(p+k)+\delta^2/2$ to this operator. The matrix elements of $p+k$ between the functions $u$ are those of $p$ between the Bloch states, so second-order perturbation theory gives

$$E_v(k+\delta)=E_v(k)+\delta\,p_{vv}+\frac{\delta^2}{2}-\delta^2\sum_c\frac{|p_{cv}|^2}{\omega_{cv}}.$$

The coefficient of $\delta^2$ is half the second derivative of the band energy. Hence

$$\frac{d^2E_v}{dk^2}=1-\sum_cf_{cv}(k).$$

At a single $k$ the strengths need not add up to one. The zone average of the left side, however, is proportional to the difference of $dE_v/dk$ between two equivalent zone edges, which is zero. With $\langle\cdots\rangle_k$ denoting the zone average, $\langle\sum_cf_{cv}\rangle_k=1$.

*Polarizability.* Replace the uniform field by a slowly varying one, with potential energy $\lambda\cos(qx)$ and small $q$. The force on the electron is $\lambda q\sin(qx)$, so the field is $-\lambda q\sin(qx)$, whose mean square is $\lambda^2q^2/2$. By part (a), the energy change per electron should be

$$\Delta E=-\tfrac12\alpha\,\frac{\lambda^2q^2}{2}=-\tfrac14\alpha\lambda^2q^2 .$$

This serves as the definition of $\alpha$ for the crystal in the limit $q\to0$. Each of the two waves in $\lambda\cos(qx)=\tfrac{\lambda}{2}(e^{iqx}+e^{-iqx})$ takes an electron from $(v,k)$ to $(c,k\pm q)$. The matrix element is $\lambda/2$ times the overlap of $u_{c,k\pm q}$ with $u_{v,k}$. First-order perturbation theory in the change of $k$ gives this overlap the magnitude $q|p_{cv}|/\omega_{cv}$. Transitions within the filled band are blocked by the Pauli principle. To leading order in $q$,

$$\Delta E=-2\left\langle\sum_c\frac{\lambda^2}{4}\,\frac{q^2|p_{cv}|^2}{\omega_{cv}^2}\,\frac1{\omega_{cv}}\right\rangle_k
=-\frac{\lambda^2q^2}{4}\left\langle\sum_c\frac{f_{cv}}{\omega_{cv}^2}\right\rangle_k ,$$

where the factor 2 counts the two waves and $|p_{cv}|^2=f_{cv}\omega_{cv}/2$ was used. Comparison gives $\alpha=\langle\sum_cf_{cv}/\omega_{cv}^2\rangle_k$, the same form as in part (a).

With several filled bands one averages over all of them. For two filled bands $v$ and $v'$, exchanging their roles reverses the sign of $\omega$ and thus of $f$, while $\omega^2$ is unchanged. These pairs cancel in both sums. Only transitions to empty bands remain. For these $\omega_{cv}>0$, so their strengths are non-negative; a strength is zero where symmetry makes $p_{cv}$ vanish.

From here on, $\sum_n$ denotes the sum over transitions, including the average over the filled states.

## (d) The one-gap dielectric constant

**Question.** Suppose all the oscillator strength lies at one energy $E_g$. For $n_e$ valence electrons per volume, express $\epsilon$ through $E_g$ and the plasma frequency. Name a system that satisfies the supposition, and state what has been neglected in the solid.

**Answer.** With every $\omega_n=E_g$, the sum rule gives

$$\alpha=\frac1{E_g^2}\sum_nf_n=\frac1{E_g^2}.$$

Let $F$ be the total macroscopic field, which already contains the average field of the polarized electrons. The polarization is $P=n_e\alpha F$. The dielectric constant is defined by $\epsilon F=F+4\pi P$, so

$$\epsilon=1+4\pi n_e\alpha=1+\frac{4\pi n_e}{E_g^2}.$$

The plasma frequency follows from shifting all the electrons, taken as free, by $s$ along $x$ in a slab perpendicular to $x$. This creates the polarization $-n_es$ and the field $-4\pi(-n_es)=4\pi n_es$. The force on an electron is minus this field, so $\ddot s=-4\pi n_es$ and $\omega_p^2=4\pi n_e$. With $\hbar$ restored,

$$\epsilon=1+\left(\frac{\hbar\omega_p}{E_g}\right)^2 .$$

This is the one-gap Penn estimate. The ratio has no unit, so both energies may be given in eV. For a very large gap the electrons are rigid and $\epsilon\to1$, the vacuum value. As $E_g\to0$ at fixed density $\epsilon$ diverges, as expected when nothing binds the electrons.

A harmonically bound electron satisfies the supposition, because $x$ connects its ground state to the first excited state alone. Completing the square confirms the result:

$$\tfrac12E_g^2x^2+Fx=\tfrac12E_g^2\left(x+\frac{F}{E_g^2}\right)^2-\frac{F^2}{2E_g^2}.$$

The electron is displaced by $-F/E_g^2$, so its dipole is $F/E_g^2$ and $\alpha=1/E_g^2$.

In the solid, two things have been neglected beyond the assumptions stated at the start. First, the field acting on an electron varies within a unit cell, and these local-field corrections were dropped. A self-consistent density functional perturbation calculation includes them by updating the effective potential with the induced density. They need not be small. For localized oscillators on a cubic lattice the Lorentz field gives $(\epsilon-1)/(\epsilon+2)=\omega_p^2/3E_g^2$, and silicon's inputs would then give 10.8 eV instead of the 5.0 eV of part (e). For silicon's extended valence states the effect is milder: in an empirical pseudopotential model, local fields in the random-phase approximation lower $\epsilon$ by roughly 10% and shift the extracted gap by about 0.3 eV. Second, a real band structure spreads the strength over many energies. The fuller Penn model contains a correction factor for its band structure, which the one-gap form sets to one. In Penn's approximate form, $1-E_g/4E_F+\tfrac13(E_g/4E_F)^2$ with the free-electron Fermi energy $E_F$, it is about 0.9 for silicon and lowers the extracted gap from 5.0 to 4.8 eV.

## (e) Silicon

**Question.** Extract $E_g$ for silicon from the data given at the start. Check that the plasma energy is consistent with four valence electrons per atom, given that the conventional cubic cell holds eight atoms and has an edge of roughly 5.4 Å.

**Answer.** Subtract the vacuum contribution 1 from $\epsilon$ and solve for the gap:

$$E_g=\frac{\hbar\omega_p}{\sqrt{\epsilon-1}}=\frac{16.6\ \text{eV}}{\sqrt{11}}
=\frac{16.6\ \text{eV}}{3.3166}=5.0\ \text{eV},$$

or 0.184 hartree. The positive root is taken because an excitation energy is positive. Omitting the subtraction would mean dividing by $\sqrt{12}$, which gives 4.8 eV. The $\omega_p$ of the formula is the free-electron value $\sqrt{4\pi n_e}$, not the energy of an observed plasmon. For bound oscillators $\epsilon(\omega)=1+\omega_p^2/(E_g^2-\omega^2)$, which vanishes at $\sqrt{\omega_p^2+E_g^2}=17.3$ eV. If 16.6 eV were read as that zero instead, the model would give $E_g=16.6\ \text{eV}/\sqrt{12}=4.8$ eV.

For the density, the plasma energy is 0.6100 hartree, so

$$n_e=\frac{\omega_p^2}{4\pi}=\frac{0.6100^2}{4\pi}=0.02961\ \text{bohr}^{-3}.$$

Eight atoms with four valence electrons each supply 32 electrons. They fill a cube of edge

$$\left(\frac{32}{0.02961}\right)^{1/3}\text{bohr}=10.26\ \text{bohr}=5.43\ \text{Å},$$

which agrees with the rough cell edge. The adopted plasma energy is therefore the free-electron value for four valence electrons per atom. The rougher input of 17 eV would give an edge of 5.35 Å.

This identifies the input $\hbar\omega_p$ as the quantity the formula needs; it does not support the one-gap assumption. One measured $\epsilon$ has been used to fix one unknown, so the extraction cannot test the model that it uses.

As a numerical check of the one-gap polarizability $\alpha=1/E_g^2$, an oscillator with the extracted gap was diagonalized on a grid in a weak field. Its induced dipole gives $\alpha=29.56$ atomic units, and with the density above

$$\epsilon=1+4\pi(0.02961)(29.56)=12.0 .$$

Once $\alpha=1/E_g^2$ holds, the value 12 returns by construction, because $E_g$ and $n_e$ were obtained from the same inputs. The check confirms the polarizability and the arithmetic, not the relation $\epsilon=1+4\pi n_e\alpha$.

## (f) What kind of average is it?

**Question.** In a real crystal the strength is spread over many energies $\omega_n$, with $f_n\ge0$ and $\sum_nf_n=1$. Express the extracted $E_g$ through this distribution. Show that it lies between the smallest direct gap $\omega_{\min}$ and the mean excitation energy $\bar\omega=\sum_nf_n\omega_n$.

**Answer.** In general $\epsilon-1=\omega_p^2\sum_nf_n/\omega_n^2$. The extraction sets the same quantity equal to $\omega_p^2/E_g^2$. Hence

$$\frac1{E_g^2}=\sum_n\frac{f_n}{\omega_n^2}.$$

*Lower bound.* Since $\omega_n\ge\omega_{\min}$, each $1/\omega_n^2$ is at most $1/\omega_{\min}^2$. The weights add up to one, so $1/E_g^2\le1/\omega_{\min}^2$, which means $E_g\ge\omega_{\min}$.

*Upper bound.* For any $t>0$,

$$\frac1{t^2}-3+2t=\frac{2t^3-3t^2+1}{t^2}=\frac{(t-1)^2(2t+1)}{t^2}\ge0 .$$

Set $t=\omega_n/\bar\omega$, multiply by $f_n$ and sum. Because $\sum_nf_n=1$ and $\sum_nf_n\omega_n/\bar\omega=1$, the last two terms add up to $-3+2=-1$. This leaves

$$\frac{\bar\omega^2}{E_g^2}-1\ge0,\qquad\text{so}\qquad E_g\le\bar\omega .$$

Equality holds when all the strength lies at one energy.

A one-dimensional model crystal shows the size of the differences. Its potential is $2V_1\cos(2\pi x/a)$ with $a=5.0$ bohr and $V_1=0.1$ hartree, and its lowest band is filled. The sum over states gives $\alpha=16.95$ atomic units, so

$$E_g=\frac1{\sqrt{16.95}}=0.243\ \text{hartree}.$$

The smallest direct gap found is 0.199 hartree and the mean excitation energy is 0.289 hartree. The average gap lies between them, about 22% above the smallest gap.

The polarizability was also obtained without any sum over states, from the energy change of large supercells in the potential $\lambda\cos(qx)$ of part (c). With one wavelength spanning 30 and 60 cells, the results are 16.715 and 16.889. The potential is the same for $q$ and $-q$, so the leading error is proportional to $q^2$ and falls by a factor of four when the wavelength doubles. Eliminating it gives

$$\alpha=\frac{4(16.889)-16.715}{3}=16.947,$$

in agreement with the sum over states.

## (g) Sensitivity, and the wrong gap

**Question.** How much does silicon's $E_g$ change if $\epsilon$ changes by one unit? What would the estimate give for $\epsilon$ if silicon's minimum gap, roughly 1.1 eV, were inserted? Explain the discrepancy.

**Answer.** Differentiate $E_g=\hbar\omega_p(\epsilon-1)^{-1/2}$ at fixed plasma energy:

$$\frac{dE_g}{d\epsilon}=-\frac12\hbar\omega_p(\epsilon-1)^{-3/2}=-\frac{E_g}{2(\epsilon-1)}
=-\frac{5.005\ \text{eV}}{22}=-0.23\ \text{eV}.$$

One unit of $\epsilon$ thus shifts the gap by about 5% of its value. The full formula gives 5.25 eV for $\epsilon=11$ and 4.79 eV for $\epsilon=13$. The upward shift is slightly the larger one, because the curve $E_g(\epsilon)$ flattens as $\epsilon$ grows. The result "near 5 eV" therefore does not depend on a precise value of $\epsilon$. This covers the uncertainty of $\epsilon$ at a fixed plasma energy and says nothing about the error of the one-gap model.

Inserting the minimum gap gives

$$\epsilon=1+\left(\frac{16.6}{1.1}\right)^2\approx229,$$

about 19 times the value 12. The formula places the whole oscillator strength at the energy inserted, and silicon does not have all its strength at 1.1 eV. Moreover, silicon's minimum gap is indirect: it separates states of different $k$. Part (c) shows that a uniform field, the limit $q\to0$, connects states of the same $k$. With the ions fixed, the indirect gap therefore does not appear in the sum for $\alpha$ at all.

The extracted 5.0 eV should accordingly not be read as the energy at which silicon begins to absorb light. Within the assumptions made here, part (f) allows one statement about that onset: the smallest direct gap is at most 5.0 eV.

## Computed values

```
SILICON
plasma energy (input)              16.6 eV
dielectric constant (input)        12.0
square root of epsilon - 1         3.3166
average gap                        5.005 eV
average gap, converted             0.1839 hartree
plasma energy, converted           0.6100 hartree
valence electron density           0.02961 bohr^-3
edge of cube with 32 electrons     10.26 bohr
same edge, converted               5.43 angstrom
plasma energy from density, SI     16.600 eV
average gap if epsilon = 11        5.249 eV
average gap if epsilon = 13        4.792 eV
slope dEg/d(epsilon) at 12         -0.2275 eV
rough minimum gap (input)          1.1 eV
epsilon if that gap is inserted    229
OSCILLATOR WITH THE EXTRACTED GAP
excitation energy on the grid      0.1839 hartree
strength of first transition       0.99996
alpha from induced dipole          29.558 a.u.
epsilon from induced dipole        12.0000
MODEL CRYSTAL IN ONE DIMENSION
lattice constant (input)           5.0 bohr
potential coefficient V1 (input)   0.1 hartree
sum of oscillator strengths        1.000000
alpha from sum over states         16.947 a.u.
alpha from supercell, 30 cells     16.715 a.u.
alpha from supercell, 60 cells     16.889 a.u.
alpha, long-wavelength limit       16.947 a.u.
smallest direct gap                0.1992 hartree
average gap from alpha             0.2429 hartree
strength-weighted mean energy      0.2886 hartree
```
